# The spin-orbit mean-field operator from the Breit–Pauli two-electron term

A spin-orbit calculation that keeps the nuclear attraction term alone makes the splitting of a light many-electron atom such as boron or carbon far too large. For the boron atom, in the model computed below, the nuclear term gives a spin-orbit parameter of 91.8 microhartree, whereas including the two-electron term reduces it to 39.4. An incomplete two-electron term is also costly. If the coupling of each electron's orbital motion to the spins of the other electrons is left out, the exchange factor $3/2$ becomes $1/2$ and the result is 53.7, which is 36 percent above the full value.

The full two-electron operator cures this, but between many-electron states it requires two-particle transition densities. The mean-field operator derived here needs one-particle transition densities instead. Its factors and index orders follow from the derivation, and so do the cases in which it fails.

## Operator and conventions

Hartree atomic units are used, with $\alpha$ the fine-structure constant. The Breit–Pauli two-electron spin-orbit operator is

$$H_2=\sum_{i\ne j}g(i,j),\qquad g(1,2)=-\frac{\alpha^2}{2}\,\frac{\mathbf r_{12}\times\mathbf p_1}{r_{12}^3}\cdot(\mathbf s_1+2\mathbf s_2),$$

where $\mathbf r_{12}=\mathbf r_1-\mathbf r_2$. The sum runs over ordered pairs. The part with $\mathbf s_1$ is the spin-same-orbit term: the electron whose momentum appears also supplies the spin. The part with $2\mathbf s_2$ is the spin-other-orbit term.

Spatial orbitals $p,q,r,s$ are real and orthonormal. Spin orbitals are $P=p\mu$, $R=r\nu$, $Q=q\sigma$, $S=s\tau$, the Greek letters denoting spin. For each Cartesian component $k$ define

$$w^k(pr|qs)=\iint\phi_p(1)\phi_q(2)\,\frac{(\mathbf r_{12}\times\mathbf p_1)_k}{r_{12}^3}\,\phi_r(1)\phi_s(2)\,d^3r_1\,d^3r_2 .$$

The first pair belongs to electron 1, which carries the momentum. The two pairs cannot be interchanged. The spin-orbital integral $g_{PQRS}=\langle P(1)Q(2)|g(1,2)|R(1)S(2)\rangle$ is

$$g_{PQRS}=-\frac{\alpha^2}{2}\sum_k w^k(pr|qs)\left[s^k_{\mu\nu}\delta_{\sigma\tau}+2\delta_{\mu\nu}s^k_{\sigma\tau}\right].\tag{1}$$

In second quantization

$$H_2=\sum_{PQRS}g_{PQRS}\,a_P^\dagger a_Q^\dagger a_Sa_R .\tag{2}$$

There is no factor $1/2$. To see this, write $H_2=\frac12\sum_{i\ne j}[g(i,j)+g(j,i)]$. The bracket is a symmetric pair operator, so the usual rule gives $\frac12\sum(g_{PQRS}+g_{QPSR})a_P^\dagger a_Q^\dagger a_Sa_R$. Exchanging the names $P\leftrightarrow Q$ and $R\leftrightarrow S$ in the second half reorders two creators and two annihilators. The two minus signs cancel, and the halves are equal.

## Extracting the one-body part

Let $\gamma_{QS}=\langle a_Q^\dagger a_S\rangle$ be the density matrix of a reference state or ensemble. Contracting one creator with one annihilator in all four ways gives

$$\begin{aligned}a_P^\dagger a_Q^\dagger a_Sa_R={}&\gamma_{QS}a_P^\dagger a_R+\gamma_{PR}a_Q^\dagger a_S-\gamma_{PS}a_Q^\dagger a_R-\gamma_{QR}a_P^\dagger a_S\\&-(\gamma_{PR}\gamma_{QS}-\gamma_{PS}\gamma_{QR})+W_{PQRS}.\end{aligned}\tag{3}$$

This equation defines the remainder $W_{PQRS}$. A contraction has a minus sign when bringing its two operators together takes an odd number of exchanges. The constant arises because each one-body product is measured from its mean, $a_P^\dagger a_R-\gamma_{PR}$: these subtractions contribute $-2$ times the bracket, and the double contractions contribute $+1$ times it.

Insert (3) into (2) and rename the summation indices so that every one-body term contains $\gamma_{QS}\,a_P^\dagger a_R$. The second term needs $P\leftrightarrow Q$ and $R\leftrightarrow S$, the third $P\leftrightarrow Q$, and the fourth $R\leftrightarrow S$. Hence $F=\sum_{PR}f_{PR}a_P^\dagger a_R$ with

$$f_{PR}=\sum_{QS}\gamma_{QS}\left[g_{PQRS}+g_{QPSR}-g_{PQSR}-g_{QPRS}\right].\tag{4}$$

The constant is $-\frac12\sum_{PR}f_{PR}\gamma_{PR}$. Dropping the sum over $g_{PQRS}W_{PQRS}$ is the mean-field approximation.

For a single-determinant reference, $W_{PQRS}$ is a normal-ordered product of four operators that create or remove particles and holes. Its removing operators stand on the right and its creating operators on the left, so at least two operators stand on one side. A state with one particle, or one hole, added to the reference cannot survive two removals. The remainder therefore has no matrix elements among one-particle states or among one-hole states. In these spaces $F$ plus the constant reproduces $H_2$ exactly, for fixed orbitals.

## The spin sums

Assume now that the reference density is spin-scalar,

$$\gamma_{q\sigma,s\tau}=\tfrac12D_{qs}\delta_{\sigma\tau},\tag{5}$$

with $D$ the real symmetric spin-summed density matrix. A closed shell of real orbitals satisfies this. So does an average with equal weights over all $M_S$ of a multiplet whose wave functions have real coefficients in the real orbitals. The real coefficients make $D$ real. The spin factor follows because that ensemble is unchanged by spin rotations and a $2\times2$ matrix commuting with all spin rotations is a multiple of the unit matrix. The factor $1/2$ makes the sum over spins equal to $D$.

The four terms of (4) follow from (1) by placing the indices correctly. The common factor $-\alpha^2/2$, the sum over $q,s$ with $D_{qs}$, and the component label are left aside for the moment.

**Direct, electron 2 averaged.** The integral is $w(pr|qs)$, with spin factor

$$\tfrac12\sum_\sigma\left[s_{\mu\nu}+2\delta_{\mu\nu}s_{\sigma\sigma}\right]=\tfrac12\left[2s_{\mu\nu}+0\right]=s_{\mu\nu}.$$

The spin-other-orbit part disappears because a spin matrix has zero trace.

**Direct, electron 1 averaged.** The integral is $w(qs|pr)$, with spin factor

$$\tfrac12\sum_\sigma\left[s_{\sigma\sigma}\delta_{\mu\nu}+2s_{\mu\nu}\right]=2s_{\mu\nu}.$$

**Exchange, first order of indices.** In $g_{PQSR}$ electron 1 has the pair $P,S$ and electron 2 the pair $Q,R$. The integral is $w(ps|qr)$, with spin factor

$$\tfrac12\sum_\sigma\left[s_{\mu\sigma}\delta_{\sigma\nu}+2\delta_{\mu\sigma}s_{\sigma\nu}\right]=\tfrac12(1+2)s_{\mu\nu}=\tfrac32s_{\mu\nu}.$$

**Exchange, second order of indices.** In $g_{QPRS}$ electron 1 has $Q,R$ and electron 2 has $P,S$. The integral is $w(qr|ps)$, with spin factor

$$\tfrac12\sum_\sigma\left[s_{\sigma\nu}\delta_{\mu\sigma}+2\delta_{\sigma\nu}s_{\mu\sigma}\right]=\tfrac32s_{\mu\nu}.$$

This is the origin of $3/2$. Exchange joins the two electrons' spin indices into one chain, so a spin matrix on either electron ends up between $\mu$ and $\nu$. The spin-same-orbit coupling contributes $1/2$ and the spin-other-orbit coupling contributes $1$.

## Why one direct term vanishes

The operator in $w$ is Hermitian. With $\epsilon_{kab}$ the antisymmetric symbol, its component $k$ is $\sum_{ab}\epsilon_{kab}(r_{12})_ar_{12}^{-3}p_{1b}$. Moving the momentum to the left adds a term proportional to the curl of $\mathbf r_{12}/r_{12}^3$. This field is the gradient $-\nabla_1(1/r_{12})$, so its curl is zero.

An explicit form is useful for programming. Let

$$V_{qs}(\mathbf r_1)=\int\frac{\phi_q(2)\phi_s(2)}{r_{12}}\,d^3r_2,\qquad \int\frac{\mathbf r_{12}}{r_{12}^3}\phi_q(2)\phi_s(2)\,d^3r_2=-\nabla V_{qs}.$$

Since $\mathbf p=-i\nabla$, we have $w(pr|qs)=i\int\phi_p\,\nabla V_{qs}\times\nabla\phi_r\,d^3r$. The product rule, with the curl of a gradient equal to zero, gives

$$\nabla\times(\phi_pV_{qs}\nabla\phi_r)=V_{qs}\nabla\phi_p\times\nabla\phi_r+\phi_p\nabla V_{qs}\times\nabla\phi_r .$$

The left side integrates to zero for orbitals that decay at infinity. Therefore

$$w^k(pr|qs)=-iX^k(pr|qs),\qquad X^k(pr|qs)=\int(\nabla\phi_p\times\nabla\phi_r)_kV_{qs}\,d^3r.\tag{6}$$

The array $X$ is real, antisymmetric in its first pair and symmetric in its second. Consequently $\sum_{qs}D_{qs}w^k(qs|pr)=0$ for symmetric $D$. Physically, the second direct term couples the spin of the electron considered to the orbital current of the others, and a real symmetric density carries no such current.

## Result and its implementation

Restoring the common factor gives

$$\boxed{f^k_{pr}=-\frac{\alpha^2}{2}\sum_{qs}D_{qs}\left[w^k(pr|qs)-\tfrac32w^k(ps|qr)-\tfrac32w^k(qr|ps)\right]}\tag{7}$$

and

$$F=\sum_k\sum_{pr}f^k_{pr}T^k_{pr},\qquad T^k_{pr}=\sum_{\mu\nu}s^k_{\mu\nu}a_{p\mu}^\dagger a_{r\nu}.$$

The constant left from (3) vanishes, because with (5) it contains $\sum_\mu s^k_{\mu\mu}=0$.

The two exchange matrices must both be kept. Call them $K^{(1)}_{pr}=\sum D_{qs}w(ps|qr)$ and $K^{(2)}_{pr}=\sum D_{qs}w(qr|ps)$. Hermiticity of $w$ in its first pair gives

$$\left(K^{(1)}_{rp}\right)^*=\sum_{qs}D_{qs}w(sr|qp)=\sum_{qs}D_{qs}w(qr|ps)=K^{(2)}_{pr},$$

where the second equality exchanges the names $q,s$ and uses the symmetry of $D$ and of the second pair. The two matrices are Hermitian conjugates. Their sum is Hermitian, while one of them alone need not be.

With the real array $X$, (7) becomes

$$f^k_{pr}=\frac{i\alpha^2}{2}\sum_{qs}D_{qs}\left[X^k(pr|qs)-\tfrac32X^k(ps|qr)-\tfrac32X^k(qr|ps)\right].$$

The sign in front has changed because $-1$ was multiplied by the $-i$ of (6). A program that obtains $X$ from an integral package should check the package's sign and index order against the definition of $w$.

The contraction can be made in a real atomic-orbital basis. If $\phi_q=\sum_a\chi_aC_{aq}$, linearity of $w$ collects the coefficients into $D^{\rm AO}=CDC^{\mathsf T}$, and (7) keeps its form. The open indices $p,r$ are then transformed like those of any one-electron matrix.

The nuclear term to be added to $f^k_{pr}$ is

$$h^k_{pr}=\frac{\alpha^2}{2}\sum_AZ_A\left\langle p\left|\frac{(\mathbf r_A\times\mathbf p)_k}{r_A^3}\right|r\right\rangle,$$

with $\mathbf r_A$ measured from nucleus $A$ of charge $Z_A$. For spin-orbit state interaction, the matrix element between states $I$ and $J$ is $\sum_{k,pr}(h^k_{pr}+f^k_{pr})\langle I|T^k_{pr}|J\rangle$. One density $D$ should serve all states, so that they are coupled by one operator.

## Screening in an atom

For a spherical density, $f^k$ is a vector operator under rotations. Within one $p$ shell such an operator is proportional to the orbital angular momentum $\mathbf l$, so the nuclear and mean-field terms together act as $\zeta\,\mathbf l\cdot\mathbf s$.

The Coulomb-like term has a simple meaning. By Gauss's law, the field at radius $r$ of a spherical electron density is

$$\int\rho(2)\frac{\mathbf r_{12}}{r_{12}^3}\,d^3r_2=N(r)\frac{\mathbf r}{r^3},$$

where $N(r)$ is the number of electrons inside $r$. Together with the nuclear term this gives

$$\zeta_{\rm nuc}+\zeta_{\rm C}=\frac{\alpha^2}{2}\left\langle\frac{Z-N(r)}{r^3}\right\rangle.\tag{8}$$

The Coulomb-like term is ordinary screening of the nuclear charge. The exchange-like terms have no such local form.

## Boron: one electron outside a closed shell

The orbitals are Hartree–Fock orbitals of closed-shell B$^+$, $1s^22s^2$, with the lowest virtual $p$ orbital taken as $2p$. The basis consists of the 30 uncontracted $s$ and $p$ functions of cc-pVQZ. The spin-orbit energy of $^2P$ is taken to first order with these frozen orbitals.

With $\alpha^2/2=26.626$ microhartree, $\langle r^{-3}\rangle=0.6897$ and $\langle N(r)/r^3\rangle=1.1607$, (8) gives, in microhartree,

$$\zeta_{\rm nuc}=26.626\times5\times0.6897=91.8,\qquad\zeta_{\rm C}=-26.626\times1.1607=-30.9 .$$

Each exchange-like term contributes $-10.74$. Their sum of $-21.5$ consists of $-7.2$ from spin-same-orbit and $-14.3$ from spin-other-orbit coupling, in the ratio $1:2$ found above. In this case exchange adds to the screening. Its prefactor in (7) is positive, so the negative sign comes from the integrals. The total is

$$\zeta=91.81-30.91-10.74-10.74=39.42\ \text{microhartree}.$$

For a level of total angular momentum $j$,

$$\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right].$$

With $l=1$ this is $\frac12$ for $j=\frac32$ and $-1$ for $j=\frac12$. The splitting is

$$\tfrac32\zeta=59.1\ \text{microhartree}=13.0\ \text{cm}^{-1}.$$

Diagonalizing the full two-electron operator plus the nuclear term in the six $^2P$ states gives the same splitting, as the one-particle argument requires. This agreement concerns the mean-field step; it does not measure the error of the frozen orbitals or of first-order theory.

The density used was that of the core. If the $2p$ electron is included, spread equally over the three $p$ orbitals, $\zeta$ falls to 38.7, which is 1.9 percent below the core-density value. The difference is a self-interaction: $H_2$ contains pairs $i\ne j$ only, so the single valence electron cannot screen itself.

## Carbon: where the mean field is approximate

Two open-shell electrons can be acted on by the remainder $W$. Take $^3P$ of carbon with frozen C$^{2+}$ orbitals, a basis of the same type, and $M_S=1$. Write $x,y,z$ for the real $2p$ orbitals. Consider the $2p$–$2p$ part of the element between the determinants $x\alpha\,z\alpha$ and $y\alpha\,z\alpha$. Both spins are up, so the $z$ component of $\mathbf s_1+2\mathbf s_2$ is $3/2$. The other components change $M_S$ and do not contribute. Direct minus exchange terms, for both orders of the pair, give

$$-\frac{\alpha^2}{2}\,\frac32\left[w^z(xy|zz)+w^z(zz|xy)-w^z(xz|zy)-w^z(zy|xz)\right].$$

The second integral is zero by antisymmetry. A one-electron operator $\zeta l_zs_z$ would give $\frac12\zeta\langle x|l_z|y\rangle=-\frac i2\zeta$. Equating the two and using $w=-iX$,

$$\zeta_{pp}^{\rm full}=-\frac{\alpha^2}{2}\,3\left[X^z(xy|zz)-X^z(xz|zy)-X^z(zy|xz)\right].\tag{9}$$

The mean field uses $D_{xx}=D_{yy}=D_{zz}=2/3$. For $q=x$, (7) contains $X^z(xy|xx)$ with weight $1-\frac32=-\frac12$, because one exchange integral equals the direct one and the other contains the vanishing pair $xx$. The same happens for $q=y$. Thus

$$\begin{aligned}\zeta_{pp}^{\rm MF}=-\frac{\alpha^2}{2}\,\frac23\Big[&X^z(xy|zz)-\tfrac12X^z(xy|xx)-\tfrac12X^z(xy|yy)\\&-\tfrac32X^z(xz|zy)-\tfrac32X^z(zy|xz)\Big].\end{aligned}\tag{10}$$

The charge clouds $x^2,y^2,z^2$ have the same spherical average. Its contribution cancels among the first three terms of (10), but survives in (9). The mean field therefore loses the spherical part of the direct interaction between the two parallel-spin electrons. It also reduces the rest. The nonspherical parts of the three clouds sum to zero, so the nonspherical part of $X^z(xy|zz)$ has weight $\frac23(1+\frac12)=1$ in (10) against $3$ in (9), and the exchange integrals have weight $\frac23\cdot\frac32=1$ against $3$. Thus (10) equals one third of the nonspherical part of (9). With the values given next, that part of (9) is $3\times(-5.0)=-15.0$ microhartree and the spherical part supplies the remaining half of the total, so about three fifths of the difference between (9) and (10) comes from the lost spherical part and two fifths from the reduced weights.

Numerically, in microhartree, the $2p$–$2p$ part is $-30.1$ with the full operator and $-5.0$ in the mean field. The nuclear term is $335.1$ and the core part $-154.3$, so

$$\zeta^{\rm full}=335.1-154.3-30.1=150.7,\qquad\zeta^{\rm MF}=335.1-154.3-5.0=175.8 .$$

The mean-field value is 16.6 percent above the full one. Both values use the same orbitals and states, so this is the error of the operator reduction with the density chosen here. It shows that a correct factor $3/2$ does not by itself guarantee accuracy for a light open-shell atom.

## Densities outside the assumptions

If the reference is spin-polarized along $z$, its density contains an additional part $\frac12M_{qs}(\sigma_z)_{\sigma\tau}$, where $M=D^\alpha-D^\beta$ and $\sigma_z=2s^z$. The trace over electron 2 no longer removes its spin. Since $\sum_{\sigma\tau}(\sigma_z)_{\sigma\tau}s^z_{\sigma\tau}=1$, the first direct term gains

$$-\frac{\alpha^2}{2}\sum_{qs}M_{qs}w^z(pr|qs)\,\delta_{\mu\nu},$$

a spin-independent operator absent from (7); the other contractions must also be recalculated. If instead $D$ has an imaginary antisymmetric part, the density carries a current and $2\sum_{qs}D_{qs}w^k(qs|pr)$ must be restored inside the bracket of (7).

The numerical check compares (7) with the full operator for particle and hole states of several closed shells, with the two spin couplings taken separately and together.

## Calculated quantities

```
fine-structure constant alpha          0.007297353
alpha^2/2                              26.62568 uEh
1 uEh                                  0.2194746 cm^-1
TESTS
integrals, field form vs by parts, max diff  5.9e-09 a.u.
largest integral X                     0.4822 a.u.
other direct term, symmetric density   3.0e-11 a.u.
other direct term, current density     1.0084 a.u.
full operator vs mean field, max diff  7.1e-15 uEh
largest element in that comparison     28.375 uEh
BORON 2P, frozen B+ orbitals
number of basis functions              30
2p orbital energy                      -0.27583 Eh
<r^-3> of 2p                           0.68965 a.u.
<N(r)/r^3> of 2p, N = core electrons   1.16074 a.u.
zeta, nuclear term                     91.812 uEh
zeta, Coulomb-like term                -30.906 uEh
zeta, Coulomb-like, enclosed charge    -30.906 uEh
zeta, first exchange-like (with 3/2)   -10.743 uEh
zeta, second exchange-like (with 3/2)  -10.743 uEh
exchange from spin-same-orbit          -7.162 uEh
exchange from spin-other-orbit         -14.323 uEh
zeta, total, core density              39.421 uEh
zeta, total, density incl. 2p electron 38.683 uEh
lowest level (2 states), full operator -39.421 uEh
upper level (4 states), full operator  19.710 uEh
splitting, full operator               59.131 uEh
splitting, 3/2 zeta mean field         59.131 uEh
splitting                              12.978 cm^-1
CARBON 3P, frozen C2+ orbitals
zeta, nuclear term                     335.053 uEh
zeta, two-electron, core part          -154.257 uEh
zeta, 2p-2p part, full operator        -30.070 uEh
zeta, 2p-2p part, mean field           -5.012 uEh
zeta, total, full operator             150.725 uEh
zeta, total, mean field                175.784 uEh
mean-field error of zeta               16.63 percent
```
